# Resonance field of a silicon nitride dangling bond at 9.5 GHz

## Problem

Silicon nitride stores the charge in charge-trap memory. One of its defects is the K centre, a silicon atom bonded to three nitrogen atoms, with a fourth, dangling bond. When the centre is neutral, this bond holds one unpaired electron, which can be detected by electron spin resonance: the sample sits in a static magnetic field $B$ and absorbs microwaves at a particular value of $B$.

Take $g=2.003$, the same for all field directions, and a microwave frequency $f=9.5$ GHz. Use $h=6.626070\times10^{-34}$ J s and $\mu_B=9.274010\times10^{-24}$ J/T.

1. Find the energy levels of the electron spin in the field $B$.
2. Should the microwave magnetic field be parallel or perpendicular to $B$, and at what frequency does it drive transitions?
3. Calculate the resonance field.
4. How far does the field move if $g$ is larger by 0.0005, or $f$ by 1 MHz? Can the defect be identified from a field rounded to the nearest millitesla?
5. Which charge states of the bond give this signal?
6. Estimate the effects of an anisotropic $g$, of nuclear spins and of temperature. Use these rough values: $g_\parallel=2.0020$ and $g_\perp=2.0035$ for fields along and across the bond axis; a hyperfine constant of 10 mT for a silicon-29 nucleus at the central atom (an illustrative value, smaller than in real K centres); 0.4 mT for each of three nitrogen-14 neighbours; and 300 K.

## Solution

### 1. Energy levels

Let $\mathbf S$ be the spin in units of $\hbar$. The electron's magnetic moment is $\boldsymbol\mu=-g\mu_B\mathbf S$, with $g$ positive; the minus sign comes from the negative charge. The energy of a moment in a field is $-\boldsymbol\mu\cdot\mathbf B$. With the $z$ axis along the field,

$$H=g\mu_B B\,S_z .$$

For spin 1/2, $S_z$ has the eigenvalues $\pm\tfrac12$, so

$$E_\uparrow=+\tfrac12 g\mu_B B,\qquad E_\downarrow=-\tfrac12 g\mu_B B .$$

The lower state has its spin opposite to the field and its moment along it. The gap is

$$\Delta E=E_\uparrow-E_\downarrow=g\mu_B B .$$

It vanishes at zero field and grows linearly with $B$. Because $g$ is isotropic here, turning the sample does not change it.

### 2. Driving the transition

A microwave field of amplitude $B_1$ along $x$ adds the energy $g\mu_B B_1\cos(\omega t)\,S_x$, where $\omega=2\pi f$. Its effect depends on the matrix element between the two levels. Since $S_x|\downarrow\rangle=\tfrac12|\uparrow\rangle$,

$$\langle\uparrow|S_x|\downarrow\rangle=\tfrac12 .$$

A microwave field along $z$ would act through $S_z$ instead. Since $S_z|\downarrow\rangle=-\tfrac12|\downarrow\rangle$, its matrix element $\langle\uparrow|S_z|\downarrow\rangle$ is zero. The microwave field must therefore have a component perpendicular to $B$.

To find the frequency, start in the lower state and write $\omega_0=\Delta E/\hbar$. First-order perturbation theory gives the amplitude of the upper state as

$$c_\uparrow(t)=-\frac{i g\mu_B B_1}{2\hbar}\int_0^t\cos(\omega t')\,e^{i\omega_0t'}\,dt'.$$

Writing the cosine as two exponentials turns the integrand into

$$\tfrac12e^{i(\omega_0-\omega)t'}+\tfrac12e^{i(\omega_0+\omega)t'} .$$

The second term keeps oscillating, and its integral stays bounded. The first stops oscillating when $\omega=\omega_0$, and its integral then grows in proportion to $t$. The resonance condition is thus $\hbar\omega=\Delta E$, or

$$hf=g\mu_B B .$$

The constant is $h$, not $\hbar$, because $f$ counts cycles per second.

### 3. The resonance field

Dividing by $g\mu_B$ gives

$$B_0=\frac{hf}{g\mu_B}.$$

The numerator is the photon energy,

$$hf=(6.626070\times10^{-34}\ \text{J s})(9.5\times10^9\ \text{s}^{-1})=6.29477\times10^{-24}\ \text{J},$$

and the denominator is

$$g\mu_B=2.003\times9.274010\times10^{-24}\ \text{J/T}=1.85758\times10^{-23}\ \text{J/T}.$$

Joules divided by joules per tesla leave tesla:

$$B_0=\frac{6.29477\times10^{-24}}{1.85758\times10^{-23}}\ \text{T}=0.33887\ \text{T}=338.87\ \text{mT}.$$

The resonance field is about **339 mT**.

The perturbation argument assumes a weak drive. A numerical solution of the time-dependent Schrödinger equation, advanced in short steps with the Hamiltonian held constant in each, does not need that assumption. For a perpendicular drive of amplitude 3.39 mT lasting 100 microwave periods, the probability of a spin flip peaks at 338.87 mT, where it is 1.0000 to four decimals. With the same drive parallel to $B$, the probability at $B_0$ is zero. The full flip arises because this amplitude and duration make half a cycle of the spin's oscillation between the two levels: at the same field the probability is 0.50 after 50 periods and returns to zero after 200. This drive was made strong to shorten the calculation; it is not a typical spectrometer setting.

### 4. Sensitivity to $g$ and $f$

At fixed frequency the product $gB$ is constant. Differentiating it gives $g\,dB+B\,dg=0$, so

$$dB=-B_0\frac{dg}{g}=-338.87\ \text{mT}\times\frac{0.0005}{2.003}=-0.085\ \text{mT}.$$

A larger $g$ opens the required gap at a smaller field. At fixed $g$, $B$ is proportional to $f$, and a change of 1 MHz, or 0.001 GHz, gives

$$dB=B_0\frac{df}{f}=338.87\ \text{mT}\times\frac{0.001}{9.5}=0.036\ \text{mT}.$$

Now use the rounded field to recover $g$:

$$g=\frac{hf}{\mu_B\,(0.339\ \text{T})}=2.0022 .$$

This is closer to the free-electron value, 2.00232, than to 2.003. A free electron would resonate at 338.98 mT, only 0.115 mT above $B_0$. Rounding to the nearest millitesla can move the field by up to 0.5 mT, so it erases the difference. Identification by $g$ needs both field and frequency to more digits, and the shape of the spectrum gives further evidence.

### 5. Charge states

The neutral bond has one electron and gives the signal. If the bond loses its electron, no unpaired spin remains in it. If it gains a second electron in the same orbital, the Pauli principle requires the antisymmetric spin state

$$|s\rangle=\frac{1}{\sqrt2}\left(|\uparrow\downarrow\rangle-|\downarrow\uparrow\rangle\right).$$

The total $S_z$ gives $\tfrac12-\tfrac12=0$ on each term. The total $S_x$ turns each of the two terms into $\tfrac12(|\uparrow\uparrow\rangle+|\downarrow\downarrow\rangle)$, and the minus sign between them cancels the result. The total $S_y$ turns each into $\tfrac i2(|\downarrow\downarrow\rangle-|\uparrow\uparrow\rangle)$, which cancels in the same way. This state has neither a Zeeman splitting nor a coupling to the microwave field. Within this model, charging a neutral centre with either sign removes its resonance.

### 6. What the simple model leaves out

**Anisotropic $g$.** Let $\theta$ be the angle between the field and the bond axis. Along axes fixed to the bond,

$$H=\mu_B B\,(g_\perp\sin\theta\,S_x+g_\parallel\cos\theta\,S_z).$$

The bracket is the spin component along a tilted direction, multiplied by the length of the vector $(g_\perp\sin\theta,\,0,\,g_\parallel\cos\theta)$. That length is the effective $g$:

$$g(\theta)=\sqrt{g_\parallel^2\cos^2\theta+g_\perp^2\sin^2\theta}.$$

The resonance lies at 339.04 mT for a field along the axis and at 338.78 mT across it, a spread of 0.25 mT before rounding. In an amorphous film the bonds point in all directions, so the line broadens. To first order in the small difference $g_\parallel-g_\perp$, the mean $g$ is $(g_\parallel+2g_\perp)/3=2.003$, because $\cos^2\theta$ averages to $1/3$. The orientation-averaged field, found by numerical integration, is 338.87 mT.

**Silicon-29.** About 4.7 % of silicon nuclei are silicon-29, with nuclear spin $I=\tfrac12$. Write the hyperfine constant as a field $a$, taken as isotropic, and neglect the nucleus's own energy in $B$:

$$H=g\mu_B\,(B S_z+a\,\mathbf S\cdot\mathbf I).$$

Measure energies in units of $g\mu_B$, and let the first arrow denote the electron and the second the nucleus. The states $|\uparrow\uparrow\rangle$ and $|\downarrow\downarrow\rangle$ have energies $\tfrac B2+\tfrac a4$ and $-\tfrac B2+\tfrac a4$. The other two states are mixed by the matrix

$$\begin{pmatrix}\tfrac B2-\tfrac a4&\tfrac a2\\[2pt]\tfrac a2&-\tfrac B2-\tfrac a4\end{pmatrix},$$

whose eigenvalues are $-\tfrac a4\pm\tfrac12\sqrt{B^2+a^2}$. The two transitions that mainly flip the electron have energies

$$\tfrac B2+\tfrac12\sqrt{B^2+a^2}\pm\tfrac a2\;\approx\;B\pm\tfrac a2+\frac{a^2}{4B},$$

where the approximation requires $a\ll B$. In these units the photon energy is $B_0$. Setting the two equal and replacing $B$ by $B_0$ in the small last term,

$$B\approx B_0\mp\frac a2-\frac{a^2}{4B_0}.$$

For $a=10$ mT, numerical solution with the full square root puts the lines at 333.79 and 343.80 mT. Their midpoint is 0.074 mT below $B_0$, in agreement with $a^2/(4B_0)$. These centres give a weak pair of side lines; the other centres, about 95 %, absorb near $B_0$.

**Nitrogen-14.** Each neighbour has $I=1$ and, to first order, shifts the line by $-a_Nm$, with $m=-1,0,1$ equally likely. The mean shift is zero, and the mean of $m^2$ is $(1+0+1)/3=2/3$. For three independent nuclei the variances add, so the rms width is

$$a_N\sqrt{3\times\tfrac23}=0.4\ \text{mT}\times\sqrt2=0.57\ \text{mT}.$$

This exceeds the 0.115 mT separation from the free-electron field. A line centre can be located more finely than the line's width, but overlapping signals from different defects are hard to separate. A higher frequency helps: at fixed $g$ values, separations due to $g$ grow in proportion to $f$, while the first-order nitrogen width stays the same. In an amorphous film the gain is limited, because the broadening from anisotropic $g$ also grows in proportion to $f$ and eventually dominates the width.

**Temperature.** The microwave field drives upward and downward transitions with equal probability per spin, so net absorption requires more spins in the lower level. With Boltzmann populations, the difference as a fraction of all spins is

$$\frac{e^{hf/2kT}-e^{-hf/2kT}}{e^{hf/2kT}+e^{-hf/2kT}}=\tanh\frac{hf}{2kT}=7.6\times10^{-4}$$

at 300 K. The signal is weak because the photon energy, 39.29 µeV, is far below the thermal energy. In this model temperature changes the signal's strength, not its field.

**Comparison with real films.** The value $g=2.003$ and the nitrogen constant are rough figures for K centres in amorphous silicon nitride. The silicon-29 constant of 10 mT is only illustrative: it is closer to that of a silicon bonded to three silicons, while for a silicon bonded to three nitrogens the reported value is about 35 mT. Real centres are neither identical nor isotropic, and they have magnetic nuclei nearby. For the values used here, the nitrogen nuclei and the anisotropic $g$ together give the main line an rms width of about 0.6 mT, and the silicon-29 lines lie about 5 mT to either side; with $a=35$ mT the same equations put them near 320 and 356 mT, with their midpoint 0.9 mT below $B_0$. Differences from one centre to another are not included in this estimate. The second decimal of 338.87 mT therefore belongs to the idealized centre, while "about 339 mT" is a sound guide to where the main line should be sought.
